# Norm deficit of a pseudized hydrogen 1s function

## Problem

In Rydberg atomic units, with lengths in bohr and energies in Ry, an s state of hydrogen with radial function $u(r)$ obeys

$$
-u''+Vu=Eu,\qquad V(r)=-\frac{2}{r},\qquad u(0)=0 .
$$

The wave function is $u(r)/r$ times a constant angular factor, so $u^2\,dr$ is the probability of finding the electron between $r$ and $r+dr$. The 1s state has

$$
u(r)=2r e^{-r},\qquad E_0=-1\ \text{Ry},\qquad \int_0^\infty u^2\,dr=1 .
$$

A pseudo function $\tilde u$ is made from it. Outside $R=1$ bohr nothing is changed. Inside,

$$
\tilde u(r)=ar+br^3\qquad (r<R),
$$

where $a$ and $b$ make the value and the slope continuous at $R$. The polynomial has no $r^2$ term, so $\tilde u/r=a+br^2$ is flat at the nucleus, whereas $u/r=2e^{-r}$ has a cusp there.

Define the norm deficit, true minus pseudo, by

$$
q=\int_0^R\left(u^2-\tilde u^2\right)dr .
$$

1. Find $a$, $b$ and $q$ in closed form.
2. What goes wrong at energies other than $E_0$ if $q$ is ignored, and how can it be put right without changing $\tilde u$?

Below, numerical values of lengths are used in the formulas once $R=1$ has been inserted.

## A tempting solution

Both functions describe one electron, so each has total norm 1. Outside $R$ they are identical and hold the same charge there. What remains inside must then also be the same:

$$
\int_0^R\tilde u^2\,dr
=1-\int_R^\infty\tilde u^2\,dr
=1-\int_R^\infty u^2\,dr
=\int_0^R u^2\,dr .
$$

This gives $q=0$. No integral is needed, and the second question seems to disappear.

## Where it fails

The second and third equalities are sound. The first is not: it assumes that $\tilde u$ has total norm 1, and nothing in the construction says so. Two conditions, on value and slope, fix the two coefficients. No freedom is left with which to impose a third condition on the norm. The norm of $\tilde u$ has to be computed.

Nor can the assumption be made true by rescaling $\tilde u$ afterwards. A factor different from 1 would multiply the outer part as well, and $\tilde u$ would no longer equal $u$ outside $R$. Rescaling the inner part alone would break the continuity at $R$.

There are two consistent ways out. One may add a coefficient and use it to enforce equal inner norms, which is norm conservation. Or one may keep $\tilde u$, accept the deficit, and account for it in the equations. The second is the ultrasoft route.

## The coefficients and the deficit

**Matching.** The slope of the true function is

$$
u'(r)=2e^{-r}-2re^{-r}=2(1-r)e^{-r},
$$

so $u(1)=2/e$ and $u'(1)=0$. The chosen radius is the maximum of $u$. The polynomial has slope $a+3br^2$, and the two conditions are

$$
a+b=\frac{2}{e},\qquad a+3b=0 .
$$

Subtracting the first from the second gives $2b=-2/e$. Hence

$$
b=-\frac1e,\qquad a=-3b=\frac3e,\qquad
\tilde u(r)=\frac{3r-r^3}{e}\quad(r<1).
$$

Numerically $a=1.1036$ and $b=-0.3679$.

The second derivative was not matched. From $u''=2(r-2)e^{-r}$ the true value at $R$ is $-2/e=-0.736$, while the polynomial has $\tilde u''=6br$, which at $R$ is $6b=-6/e=-2.207$. This finite jump does no harm to the norm integral. In the radial equation it calls for a finite jump in the potential terms, which will appear below.

**The sign of $q$.** Before integrating, compare the functions point by point. Put $s=1-r$, with $0<s<1$. Multiplying $u$ and $\tilde u$ by the positive factor $e/r$ gives

$$
\frac{e\,u}{r}=2e^{s},\qquad
\frac{e\,\tilde u}{r}=3-(1-s)^2=2+2s-s^2 .
$$

Since $e^s>1+s$ for $s>0$, we have $2e^s>2+2s>2+2s-s^2$. Thus $u>\tilde u>0$ throughout $0<r<1$, and $q$ must be positive. At $r=0.5$ bohr, for instance, $u=0.607$ and $\tilde u=0.506$.

**True inner norm.** Integrate by parts twice:

$$
\int 4r^2e^{-2r}dr=-2r^2e^{-2r}+\int4re^{-2r}dr,
$$

$$
\int4re^{-2r}dr=-2re^{-2r}+\int2e^{-2r}dr=-2re^{-2r}-e^{-2r}.
$$

Together,

$$
\int_0^1u^2dr=\Big[-(2r^2+2r+1)e^{-2r}\Big]_0^1
=1-\frac{5}{e^2}=0.323324 .
$$

**Pseudo inner norm.** Expanding the square,

$$
\int_0^1\tilde u^2dr=\frac1{e^2}\int_0^1(9r^2-6r^4+r^6)\,dr
=\frac1{e^2}\left(3-\frac65+\frac17\right).
$$

Over the common denominator 35 the bracket is $(105-42+5)/35=68/35$. The pseudo inner norm is therefore $68/(35e^2)=0.262937$.

**Difference.** With $5=175/35$,

$$
q=1-\frac{175}{35e^2}-\frac{68}{35e^2},
$$

$$
\boxed{\,q=1-\frac{243}{35\,e^2}=0.0604\,}
$$

This is a dimensionless number: about 6% of one electron, or $0.0604/0.3233=18.7\%$ of the charge that the true function holds inside $R$. Since the outer parts agree, the total norm of $\tilde u$ is $1-q=0.9396$, not the 1 assumed in the tempting solution.

**Small radius.** The deficit should vanish when the replaced region shrinks. For small $R$, expand $u=2r-2r^2+r^3+\dots$. The polynomial can reproduce the $r$ and $r^3$ terms, so to leading order the mismatch comes from $-2r^2$. Let $\alpha r+\beta_3r^3$ match this term in value and slope at $R$:

$$
\alpha+\beta_3R^2=-2R,\qquad \alpha+3\beta_3R^2=-4R .
$$

The solution is $\beta_3=-1/R$, $\alpha=-R$. Hence $u-\tilde u\approx -2r^2+Rr+r^3/R$, while $u+\tilde u\approx4r$, and

$$
q\approx4\int_0^R\left(-2r^3+Rr^2+\frac{r^4}{R}\right)dr
=4R^4\left(-\frac12+\frac13+\frac15\right)=\frac{2R^4}{15}.
$$

The deficit falls as $R^4$. At $R=1$ this leading term would give 0.133, more than twice the true $q$, so one bohr is well outside the small-radius regime and the closed form is needed.

## What the deficit does at other energies

The function outside $R$ sees the inside through one number, the logarithmic derivative

$$
L(E)=\frac{u'(R,E)}{u(R,E)},
$$

where $u(r,E)$ is the inner solution that vanishes at $r=0$. This inner solution exists at any $E$, and $L$ is finite except at energies where $u(R,E)=0$; for hydrogen with $R=1$ the first such energy lies near $+4.7$ Ry, far above the range used here. Bound levels are the energies at which the inner solution joins a decaying outer solution. At $E_0$ the matching makes $L$ right. The norm governs how $L$ changes with energy.

To see this, write a dot for $\partial/\partial E$ and differentiate the radial equation, with $V$ independent of $E$:

$$
-\dot u''+V\dot u=E\dot u+u .
$$

Multiply this by $u$, multiply the original equation by $\dot u$, and subtract. The terms with $V$ and $E$ cancel:

$$
-u\dot u''+\dot u u''=u^2,
\qquad\text{or}\qquad
\frac{d}{dr}\left(\dot u u'-u\dot u'\right)=u^2 .
$$

Integrate from 0 to $R$. The lower limit contributes nothing because $u$ and $\dot u$ both vanish there. At the upper limit, $\dot L=(u\dot u'-u'\dot u)/u^2$, so

$$
-u(R)^2\frac{dL}{dE}=\int_0^Ru^2\,dr .
$$

The inner norm is thus the energy slope of $L$, up to the factor $-u(R)^2$. Suppose $\tilde u$ is produced by an ordinary local potential. One exists here: $E_0+\tilde u''/\tilde u=-1-6/(3-r^2)$ is finite for $r<1$. The same identity then holds with $\tilde u$ on the right. Its $L$ agrees with the true one at $E_0$, but its slope is too small in magnitude, because $q$ is missing.

## Putting the charge back into the equations

The repair uses an operator confined to $r<R$ which recognizes $\tilde u$ and counts the missing charge. Below, $\langle f|g\rangle=\int fg\,dr$ for real radial functions.

**The projector.** Choose a simple local potential: $V_{\rm loc}=-2$ Ry inside $R$ and $-2/r$ outside, which is continuous at $R=1$. It does not by itself have $\tilde u$ as a solution at $E_0$. What is left over inside $R$ is

$$
\chi=E_0\tilde u+\tilde u''-V_{\rm loc}\tilde u
=\tilde u+\tilde u''
=\frac{3r-r^3-6r}{e}=-\frac{3r+r^3}{e},
$$

and outside $R$ it is zero, since there $\tilde u=u$ solves the true equation. Its overlap with $\tilde u$ is

$$
B=\langle\tilde u|\chi\rangle=-\frac1{e^2}\int_0^1(9r^2-r^6)\,dr
=-\frac{20}{7e^2}=-0.3867\ \text{Ry}.
$$

Define $\beta=\chi/B$. Inside $R$,

$$
\beta(r)=\frac{7e}{20}(3r+r^3),\qquad \langle\beta|\tilde u\rangle=1 .
$$

**The generalized equation.** Let

$$
S=1+|\beta\rangle q\langle\beta|,\qquad
H=-\frac{d^2}{dr^2}+V_{\rm loc}+|\beta\rangle(B+E_0q)\langle\beta| .
$$

By the definition of $\chi$, $-\tilde u''+V_{\rm loc}\tilde u=E_0\tilde u-\chi$. Using $\langle\beta|\tilde u\rangle=1$ and $B\beta=\chi$,

$$
H\tilde u=E_0\tilde u-\chi+B\beta+E_0q\beta
=E_0(\tilde u+q\beta)=E_0S\tilde u .
$$

So $\tilde u$ is a solution at the true energy. The jump in $\tilde u''$ is also accounted for: $\chi$ ends at $R$ with the value $-4/e$, which equals the jump $-6/e-(-2/e)$.

The norm belonging to this equation is

$$
\langle\tilde u|S|\tilde u\rangle
=\langle\tilde u|\tilde u\rangle+q\langle\beta|\tilde u\rangle^2
=(1-q)+q=1 .
$$

This is the correct form of the statement that both functions describe one electron. The tempting solution used it with $S=1$. In terms of charge density, the missing amount is restored by adding $u^2-\tilde u^2$ inside $R$, whose integral is $q$.

**The energy slope.** At a general energy, $(H-ES)\phi=0$ reads inside $R$

$$
-\phi''+V_{\rm loc}\phi+\big[B+(E_0-E)q\big]\beta\langle\beta|\phi\rangle=E\phi .
$$

Differentiate with respect to $E$. The square bracket now contributes a term of its own:

$$
-\dot\phi''+V_{\rm loc}\dot\phi+\big[B+(E_0-E)q\big]\beta\langle\beta|\dot\phi\rangle
=E\dot\phi+\phi+q\beta\langle\beta|\phi\rangle .
$$

Multiply this equation by $\phi$ and the previous one by $\dot\phi$, integrate both over $0<r<R$, and subtract. The bracketed terms cancel because both become $[\dots]\langle\beta|\phi\rangle\langle\beta|\dot\phi\rangle$. The derivative terms give the same boundary expression as before. Hence

$$
-\phi(R)^2\frac{dL}{dE}=\int_0^R\phi^2dr+q\langle\beta|\phi\rangle^2 .
$$

At $E_0$, where $\phi=\tilde u$, the right side is $\int_0^R\tilde u^2dr+q=\int_0^Ru^2dr$. Since $\tilde u(R)=u(R)$, the first energy derivative of $L$ is the true one. The argument says nothing about the second and higher derivatives.

## Numbers for hydrogen

Three inner problems can be compared: the true Coulomb potential, the generalized equation with $q$, and a control in which the $q$ terms are dropped from both $H$ and $S$. The control still has $\tilde u$ as its solution at $E_0$, because the term $B\beta$ remains. The numerical check finds the 1s level at $-1.000000$ Ry in all three. Agreement at the reference level therefore cannot reveal the error.

The slopes do reveal it. With $u(R)=0.735759$, $u(R)^2=0.5413$, and the identities give

$$
\frac{dL}{dE}=-\frac{0.3233}{0.5413}=-0.597
\quad\text{(true, and with }q),
$$

$$
\frac{dL}{dE}=-\frac{0.2629}{0.5413}=-0.486
\quad\text{(without }q),
$$

in units of 1/(bohr Ry). Computing $L$ at energies just above and below $E_0$ and differencing gives the same values; the true case uses the exact regular Coulomb solution, and the other two use numerical integration of the inner equation.

A harder trial is the 2s level, at $-0.25$ Ry, which lies 0.75 Ry above the reference energy. Joining the inner solutions to decaying Coulomb solutions outside $R$ gives:

| Inner problem | 2s level (Ry) | Error against true level (Ry) |
|---|---:|---:|
| with $q$ | $-0.2495$ | $0.0005$ |
| without $q$ | $-0.2449$ | $0.0051$ |

Including $q$ reduces the error about tenfold in this example, but does not remove it.

The size and sign of the larger error can be estimated. To first order in $E-E_0$, dropping $q$ makes $L$ at the 2s energy too large by

$$
\delta L\approx(0.597-0.486)\times0.75\approx0.083 .
$$

To turn this into an energy shift, apply the Wronskian identity to the decaying solution outside $R$. The boundary now lies at the lower limit, which reverses the sign: $u(R)^2\,dL_{\rm out}/dE=\int_R^\infty u^2dr$. A level requires $L_{\rm in}=L_{\rm out}$. If $L_{\rm in}$ is raised by a small $\delta L$, the level moves by $\delta E$ such that

$$
\delta L=\left(\frac{dL_{\rm out}}{dE}-\frac{dL_{\rm in}}{dE}\right)\delta E
=\frac{\delta E}{u_{2s}(R)^2},
$$

where the inner and outer norms have added to 1. The normalized 2s function is $u_{2s}=r(1-r/2)e^{-r/2}/\sqrt2$, so $u_{2s}(1)^2=1/(8e)=0.046$. Thus

$$
\delta E\approx0.046\times0.083\approx0.004\ \text{Ry}.
$$

The estimate has the right sign and accounts for most of the computed 0.0051 Ry. The rest lies beyond first order. With $q$ included, the first-order contribution vanishes, and the remaining 0.0005 Ry comes from the higher energy derivatives of $L$, which were not matched. A second reference energy with its own projector would be the natural next step if higher accuracy were wanted over this range.

## Values computed for the example and the checks

```
matching radius R = 1.0 bohr
u(R) = 0.735759 bohr^-1/2
u'(R) = 0.000000 bohr^-3/2
coefficient a = 1.103638 bohr^-3/2
coefficient b = -0.367879 bohr^-7/2
true u at 0.5 bohr = 0.606531 bohr^-1/2
pseudo u at 0.5 bohr = 0.505834 bohr^-1/2
true second derivative at R = -0.7358 bohr^-5/2
pseudo second derivative at R = -2.2073 bohr^-5/2
true inner norm = 0.323324 (dimensionless)
pseudo inner norm = 0.262937 (dimensionless)
q by quadrature = 0.060386 (dimensionless)
q from closed form = 0.060386 (dimensionless)
q / true inner norm = 18.68 percent
full pseudo norm = 0.939614 (dimensionless)
generalized norm with S = 1.000000 (dimensionless)
reference energy E0 = -1.0 Ry
inner local potential = -2.0 Ry
B = -0.386672 Ry
B + E0 q = -0.447059 Ry
dL/dE at E0, true = -0.59726 1/(bohr Ry)
-u(R)^2 dL/dE, true = 0.32332 (dimensionless)
1s level, true = -1.000000 Ry
2s level, true = -0.250000 Ry
dL/dE at E0, with q = -0.59726 1/(bohr Ry)
-u(R)^2 dL/dE, with q = 0.32332 (dimensionless)
1s level, with q = -1.000000 Ry
2s level, with q = -0.249511 Ry
dL/dE at E0, without q = -0.48571 1/(bohr Ry)
-u(R)^2 dL/dE, without q = 0.26294 (dimensionless)
1s level, without q = -1.000000 Ry
2s level, without q = -0.244911 Ry
2s level error, with q = 0.000489 Ry
2s level error, without q = 0.005089 Ry
2s error ratio, without q / with q = 10.4
```
